# Direct Relativistic Shifts of Valence Levels from the Fermi-Segrè Normalisation

An electron in a loosely bound outer level of a neutral atom spends most of its time in the field of a single charge. If its relativistic correction is estimated from that charge, the relative shift is of order $\alpha^2$. For the model atom treated below, with nuclear charge $Z=80$, the estimate $\alpha^2/n^*$ for its $s$ level with effective quantum number $n^*=2.213$ gives $2.4\times10^{-5}$, while the Dirac equation in the same potential gives $0.145$. The estimate is too small by a factor of about 6000. It misses the short visits to the nucleus, where the electron feels the full charge $Z$.

For an orbital that penetrates to the nucleus, the leading law that repairs the estimate is

$$\frac{\Delta E}{E}\simeq\frac{(Z\alpha)^2}{n^*(j+\tfrac12)} .\qquad(1)$$

It is obtained here in two ways, first from the amplitude of the wave near the nucleus and then from its phase. It is a semiclassical leading-order law, and its corrections are not small in the model atom computed below.

## Setting and conventions

One electron moves in a fixed central potential $V(r)$, with $V\to-Z/r$ at a point nucleus and $V\to-Z_a/r$ outside the core. Hartree atomic units are used, $\alpha$ is the fine-structure constant, and the rest energy is removed from $E$. Keeping $V$ fixed isolates the direct effect of relativity. The indirect effect comes from the change $\delta V$ that relativity causes in the core, and adds $\int\delta V\,P_0^2\,dr$ to first order. It is left out.

The nonrelativistic level is written

$$E_0=-\frac{Z_a^2}{2n^{*2}},\qquad n^*=n-\delta ,$$

with quantum defect $\delta$. Along a series of levels, $n$ is treated as a smooth variable, so that

$$E'\equiv\frac{dE}{dn}=\frac{Z_a^2}{n^{*3}}\frac{dn^*}{dn}.\qquad(2)$$

The Dirac quantum number is $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. In both cases $|\kappa|=j+\frac12$. With large radial component $P$ and small component $\alpha q$, the radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+\left[2+\alpha^2(E-V)\right]q,\qquad q'=\frac{\kappa}{r}q-(E-V)P.\qquad(3)$$

For $\alpha=0$ the first equation gives $q=(P'+\kappa P/r)/2$. Inserting this in the second gives

$$P''=\left[\frac{\kappa(\kappa+1)}{r^2}-2(E-V)\right]P .$$

Since $\kappa(\kappa+1)=l(l+1)$ for both signs of $\kappa$, this is the radial Schrödinger equation. All of relativity therefore sits in the one term with $\alpha^2$ in (3).

## The wave near the nucleus

Both derivations need the solution where $V=-Z/r$ and $E$ is negligible, so that $E-V=Z/r$. The second equation of (3) then gives

$$P=\frac{\kappa q-rq'}{Z}.\qquad(4)$$

Differentiate (4), insert it in the first equation, and multiply by $Z$:

$$\kappa q'-q'-rq''=-\frac{\kappa^2}{r}q+\kappa q'+\left(2Z+\frac{Z^2\alpha^2}{r}\right)q .$$

The terms $\kappa q'$ cancel. Multiplication by $-r$ leaves

$$r^2q''+rq'+\left[2Zr-\gamma^2\right]q=0,\qquad \gamma=\sqrt{\kappa^2-(Z\alpha)^2}.$$

Now set $x=\sqrt{8Zr}$. Then $r\,d/dr=\frac12x\,d/dx$ and $2Zr=x^2/4$. Multiplying by 4 gives Bessel's equation of order $2\gamma$. The regular solution is

$$q=B\,J_{2\gamma}(x),\qquad\text{and for }\alpha=0:\quad q_0=B\,J_{2|\kappa|}(x).\qquad(5)$$

Relativity lowers the order of the Bessel function. The solution requires $Z\alpha<|\kappa|$.

## First derivation: amplitude and perturbation theory

**The energy shift.** Let $(P_0,q_0,E_0)$ solve (3) with $\alpha=0$, and let $(P,q,E)$ solve it with $\alpha$ present. In the derivative of $P_0q-q_0P$ the terms with $\kappa$ cancel, and what remains is

$$(P_0q-q_0P)'=2q_0q-(E-V)P_0P+(E_0-V)P_0P-\left[2+\alpha^2(E-V)\right]q_0q .$$

The terms $2q_0q$ and $VP_0P$ also cancel. For bound states $P_0q-q_0P$ vanishes at the origin and at infinity, so integration gives

$$(E-E_0)\int_0^\infty P_0P\,dr=-\alpha^2\int_0^\infty(E-V)\,q_0q\,dr .$$

To first order in $\alpha^2$, the relativistic quantities on both sides may be replaced by nonrelativistic ones. With $\int P_0^2dr=1$,

$$\Delta E=-\alpha^2\int_0^\infty(E_0-V)\,q_0^2\,dr.\qquad(6)$$

This contains the whole first-order effect, so mass-velocity, Darwin and spin-orbit terms need not be treated apart. The weight $-V$ favours small $r$. In the $s$ states computed below, half of the integral comes from within about $1/Z$ bohr of the nucleus.

**The normalisation.** The constant $B$ is fixed by the wave as a whole. In the classically allowed region the WKB form is $P_0\simeq a\,p^{-1/2}\cos(\ldots)$ with $p=\sqrt{2(E-V)}$. Averaged over an oscillation, $P_0^2$ is $a^2/(2p)$, and normalisation requires

$$\frac{a^2}{2}\int\frac{dr}{p}=1 .$$

The quantisation condition is $\int p\,dr=\pi(n+\text{const})$. Differentiate it with respect to $n$, using $\partial p/\partial E=1/p$. The moving outer turning point contributes nothing, because $p=0$ there. Hence

$$E'\int\frac{dr}{p}=\pi,\qquad a^2=\frac{2E'}{\pi},\qquad \overline{P_0^2}=\frac{E'}{\pi p}.\qquad(7)$$

This must agree with (5) where $x\gg1$ but the potential is still close to $-Z/r$. There

$$q_0\simeq B\sqrt{\frac{2}{\pi x}}\cos\theta,\qquad \theta=x-\pi|\kappa|-\frac{\pi}{4}.$$

In (4) the derivative term dominates, and $P_0\simeq-(x/2Z)\,dq_0/dx$. Its averaged square is

$$\overline{P_0^2}=\frac{x^2}{4Z^2}\,B^2\,\frac{2}{\pi x}\,\frac12=\frac{B^2x}{4\pi Z^2}.$$

In the same region $p=\sqrt{2Z/r}=4Z/x$, so (7) gives $\overline{P_0^2}=E'x/(4\pi Z)$. Equating the two yields

$$B^2=Z\,E'.\qquad(8)$$

For an $s$ state this is the Fermi-Segrè formula. With $\kappa=-1$ and $J_2(x)\simeq x^2/8=Zr$, equation (4) gives $P_0\simeq-2Br$, and therefore

$$|\psi(0)|^2=\frac{P_0^2}{4\pi r^2}=\frac{B^2}{\pi}=\frac{Z}{\pi}E'=\frac{ZZ_a^2}{\pi n^{*3}}\frac{dn^*}{dn}.$$

**The integral.** Insert $E_0-V\simeq Z/r$ and (5) in (6), with $dr/r=2\,dx/x$:

$$\Delta E=-2\alpha^2ZB^2\int_0^\infty J_{2|\kappa|}^2(x)\frac{dx}{x}.$$

To find the integral, combine Bessel's equations for two orders $m$ and $\mu$:

$$\left[x(J_mJ_\mu'-J_\mu J_m')\right]'=(\mu^2-m^2)\frac{J_mJ_\mu}{x}.$$

The bracket vanishes at $x=0$. At large $x$ the asymptotic forms make it $\frac{2}{\pi}\sin[(\mu-m)\pi/2]$. Dividing by $\mu-m$ and letting $\mu\to m$ gives $2m\int J_m^2dx/x=1$. With $m=2|\kappa|$ the integral is $1/(4|\kappa|)$, and (8) leads to

$$\Delta E=-\frac{(Z\alpha)^2}{2|\kappa|}\,E'.\qquad(9)$$

One factor $Z$ comes from the potential in (6), the other from the density in (8). Division by $E_0=-Z_a^2/(2n^{*2})$, with (2), gives

$$\frac{\Delta E}{E_0}=\frac{(Z\alpha)^2}{n^*(j+\frac12)}\frac{dn^*}{dn}.\qquad(10)$$

The outer charge has cancelled: $Z_a^2$ measures both how strongly the electron is bound and how often it returns to the nucleus. For a slowly varying quantum defect $dn^*/dn\simeq1$, and (10) becomes (1).

## Two corrections to the leading law

**Screening and binding.** Equation (9) uses $Z/r$ at all distances. The excess can be estimated from the WKB region, where $q_0\simeq P_0'/2$, so that $\overline{q_0^2}=p^2\,\overline{P_0^2}/4=pE'/(4\pi)$. Since $E-V=p^2/2$, the integrand of (6) averages to

$$\frac{p^3E'}{8\pi}=\frac{E'}{2\sqrt2\,\pi}(E-V)^{3/2}.$$

Replacing the Coulomb value of this integrand by the actual one changes $1/|\kappa|$ in (9) to $1/|\kappa|-C$, with

$$C=\frac{1}{\sqrt2\,\pi Z^2}\int_0^\infty\left[\left(\frac Zr\right)^{3/2}-(E-V)_+^{3/2}\right]dr .\qquad(11)$$

The subscript means that negative values of $E-V$ are replaced by zero.

Hydrogen provides a check. With $r=2n^2y/Z$ one finds $C=I/(2\pi n)$, where

$$I=\int_0^1y^{-3/2}\left[1-(1-y)^{3/2}\right]dy+2 .$$

Integration by parts turns the first term into $-2+3\int_0^1\sqrt{(1-y)/y}\,dy=-2+3\pi/2$. Hence $I=3\pi/2$ and $C=3/(4n)$, the familiar second term of the hydrogen fine structure.

In a screened atom, cutting the Coulomb integral at the radius $r_c$ where half of the nuclear charge is screened gives $C\sim(Zr_c)^{-1/2}$ up to a numerical factor. This falls slowly with $Z$. To this order $C$ does not depend on $j$, so it matters most where $1/|\kappa|$ is small, and it cancels in the spin-orbit splitting.

**Reflection at the core edge.** Equation (7) carries the amplitude from the outer region to the nucleus by WKB. That fails if $V$ changes appreciably within a wavelength, as it can at the edge of the core. The wave is then partly reflected, and $B^2=F\,ZE'$ with $F\neq1$. Since $F$ multiplies the density throughout the core, where nearly all of the shift arises,

$$\frac{\Delta E}{E_0}\simeq\frac{(Z\alpha)^2}{n^*}\frac{dn^*}{dn}\,F\left[\frac{1}{j+\frac12}-C\right].\qquad(12)$$

## Second derivation: the phase of the wave

This route needs neither the perturbation formula (6) nor a normalised wave function. By (5), for $x\gg1$ the relativistic solution behaves as

$$q\propto x^{-1/2}\cos\left(x-\pi\gamma-\frac{\pi}{4}\right),$$

and the nonrelativistic one has $|\kappa|$ in place of $\gamma$. Equation (4) holds for both, so $P$ is displaced in the same way as $q$. The relativistic wave leaves the nuclear region ahead in phase by

$$\Delta\phi=\pi(|\kappa|-\gamma)>0 .$$

Farther out, relativity is neglected at leading order. In WKB the phases of successive regions add. Let $\pi n(E)$ be the total nonrelativistic phase at energy $E$, up to a constant, so that nonrelativistic levels lie at integer $n(E)$. With relativity, the level that had the integer $n$ satisfies

$$\pi n(E)+\Delta\phi=\pi n .$$

Expanding $n(E)\simeq n+\Delta E/E'$ gives

$$\Delta E=-(|\kappa|-\gamma)\,E'.\qquad(13)$$

The wave has gained phase near the nucleus and needs less of it elsewhere, so the level moves down. In other words, at this order relativity adds $|\kappa|-\gamma$ to the quantum defect at a given energy; screening makes the actual change smaller. For small $Z\alpha$,

$$|\kappa|-\gamma=|\kappa|-|\kappa|\sqrt{1-\frac{(Z\alpha)^2}{\kappa^2}}\simeq\frac{(Z\alpha)^2}{2|\kappa|},$$

and (13) becomes (9), from which (10) and (1) follow as before.

The correction $C$ also appears here. Far from the nucleus, (3) gives a local wave number with $p_{\rm rel}^2=2(E-V)+\alpha^2(E-V)^2$. To first order it exceeds $p$ by

$$\frac{\alpha^2(E-V)^2}{2p}=\frac{\alpha^2}{2\sqrt2}(E-V)^{3/2}.$$

The phase from (5) includes this gain for an unscreened Coulomb field at zero energy. Replacing it by the actual gain lowers $\Delta\phi$ by $\frac{\pi}{2}(Z\alpha)^2C$, with the same $C$ as in (11).

## What each derivation assumes

Both need a fixed potential, a point nucleus, and an orbital that reaches the nucleus without crossing a wide barrier. The last condition is essential. For an $f_{5/2}$ level at $Z=30$ with $n^*=3.998$, the centrifugal barrier keeps the electron outside the core, and the computed shift is $5\times10^{-4}$ of what (1) predicts. A $d$ level lies in between. At $Z=80$ the one with $n^*=2.900$ has $F\approx0.47$, and (1) gives 0.059 and 0.039 for $j=\frac32$ and $\frac52$, against Dirac values of 0.015 and 0.006.

They differ in the use of $\alpha$. The amplitude route is first order from (6) onwards. The phase route treats the Coulomb region near the nucleus without expansion in $Z\alpha$, so (13) contains some of the higher orders. It does not contain all of them, since the shift was linearised in $\Delta E$ and the effect of screening on the relativistic phase was neglected.

They also differ in the use of WKB. In the amplitude route to (9) WKB enters at one place, the normalisation (8). If it fails there, the true density can be inserted, which is the meaning of $F$. The phase route, as given, relies on WKB when it adds phases and identifies the slope of the total phase with the level spacing. It has no place for $F$.

The numerical check separates these effects. It solves (3) in a model potential $-Z_{\rm eff}(r)/r$ with

$$Z_{\rm eff}=Z_a+\frac{Z-Z_a}{1+H(e^{r/d}-1)},\qquad d=0.8\ \text{bohr},\quad H=0.8\,Z^{0.4}.$$

These are round parameters, not a fit to an element. $E'$ is taken from neighbouring levels, and $F$ from the nonrelativistic wave. For $s$ states $F$ is read from $B$ at the nucleus. For $p$ states it is read instead from the WKB envelope inside the core, because binding and screening change the amplitude of a $p$ wave at $r\to0$ without a like change in its shift: hydrogen $np$ has $B^2=(1-1/n^2)ZE'$ at the origin, while its shift follows (12) with $F=1$. The first-order shift, obtained by solving (3) with $\alpha^2$ reduced a hundredfold, defines $K=-2\Delta E/[(Z\alpha)^2E']$, which should equal $F(1/|\kappa|-C)$. For $s$ states with $Z_a=1$, taking the first level above $n^*=1.5$ (above $n^*=2.5$, and with $(Z\alpha)^2=0.002$, for $Z=10000$):

| $Z$ | $K$ | $F$ | $K/F$ | $1-C$ |
|---|---|---|---|---|
| 40 | 0.758 | 1.074 | 0.706 | 0.698 |
| 60 | 0.757 | 1.026 | 0.739 | 0.733 |
| 80 | 0.719 | 0.946 | 0.760 | 0.755 |
| 10000 | 0.810 | 0.858 | 0.944 | 0.943 |

At the reduced coupling, higher orders still raise $K$ and $K/F$ by up to 0.002; the integral (6) itself gives $K/F=0.705$, 0.737, 0.758 and 0.943. The values of $K$ quoted below for $s$ states come from the same reduced coupling. In the first row, $K$ and $F$ are uncertain by up to 0.01, because $E'$ depends there on how many neighbouring levels are fitted; $K/F$ is not affected. The last row is a mathematical limit with $Z\alpha$ kept small. There $C$ has nearly gone, but $F$ has not approached 1 (for $Z$ between 8000 and 30000 it swings between about 0.9 and 1.1), so in this family of model potentials a large $Z$ alone does not make (1) accurate. What helps is a shorter wavelength. When the whole potential is multiplied by 9, $F$ moves from about 1.07 to about 0.99 for the $Z=40$ shape (both uncertain by up to 0.01, because $E'$ for this shape depends on how many neighbouring levels are fitted) and from 0.946 to 1.000 for the $Z=80$ shape.

In first order, $\Delta E/E'$ grows between $Z=40$ and $Z=80$ roughly as $Z^{1.9}$. The small departure from $Z^2$ reflects the change of $K$. With $Z=80$ and $Z_a=2$, at $n^*=2.598$, $K/F$ is 0.762 against $1-C=0.757$. Since $E'$ cancels in $K/F$, this tests only the inner part of the law. The role of $E'$ shows in $F=0.994$ and $K=0.7620\times0.9944=0.758$, against $K=0.719$ for $Z_a=1$: after division by $E'$, the shifts of these two levels differ by about 5%.

## Worked example at the physical value of α

Take $Z=80$ and $Z_a=1$, so that $(Z\alpha)^2=0.3408$. The first $s$ level above $n^*=1.5$, which is $7s$ by its node count, has $n^*=2.213$ and $E_0=-0.1021$ hartree. The leading law (1) gives

$$\frac{0.3408}{2.213\times1}=0.154 .$$

With $dn^*/dn=1.044$, $F=0.946$ and $C=0.245$, the corrected law (12) gives

$$0.154\times1.044\times0.946\times(1-0.245)=0.115 .$$

The numerical first-order value is 0.115. The full Dirac shift is $-0.0148$ hartree, or $-0.40$ eV, a relative shift of 0.145.

The leading law is thus closer to the Dirac result than the corrected first-order law. This is a cancellation: screening lowers the shift by about a quarter, and higher orders in $Z\alpha$ raise it by a factor 1.26. Part of that factor is visible in (13), where $1-\sqrt{1-0.3408}=0.188$ replaces $0.3408/2=0.170$, a ratio of 1.10. The calculation does not separate the rest into its causes. The balance depends on the level: for the $6s$ level below, with $n^*=0.989$ and most of its density inside the core, (1) gives 0.345 and the Dirac equation 0.445.

The $p$ levels start from a common nonrelativistic level with $n^*=2.649$, and also have $C=0.245$, with $dn^*/dn=1.052$ and $F=1.0245$ from the envelope. This $F$ is uncertain by about 0.01, because it depends slightly on where in the core the envelope is read. Their relative shifts are:

| level | law (1) | law (12) | Dirac |
|---|---|---|---|
| $p_{1/2}$ | 0.129 | 0.105 | 0.121 |
| $p_{3/2}$ | 0.064 | 0.035 | 0.038 |

For $p_{3/2}$ the bracket in (12) is $0.5-0.245=0.255$, about half its leading value. Higher orders raise the shift by less than 5%, so they cannot compensate, and (1) overestimates the Dirac shift by about two thirds.

The difference between the two $p$ levels follows the law better, but only in first order. In first order $K/F$ is 0.747 for $j=\frac12$ and 0.265 for $j=\frac32$. These differ by 0.482, close to the value $1-\frac12=0.5$ expected when $C$ cancels. At the physical $\alpha$ higher orders raise mainly the $p_{1/2}$ shift, and the Dirac difference $0.121-0.038=0.083$ exceeds the 0.064 given by (1).

## Computed values

```
Model core length d = 0.80 bohr; alpha = 0.00729735
Solver check, relative energy error = 6.3e-11
K = -2 dE_rel/[(Z alpha)^2 dE/dn], first order, dimensionless
F = squared inner amplitude / Fermi-Segre value, dimensionless
Z=40 s1/2: n*=1.6046  K=0.7580  F=1.0742  K/F=0.7056  1-C=0.6984
  dE/dn from tail / from levels = 1.0061; Z*r_half = 0.97 bohr
Z=60 s1/2: n*=1.8470  K=0.7573  F=1.0255  K/F=0.7385  1-C=0.7327
  dE/dn from tail / from levels = 1.0011; Z*r_half = 0.98 bohr
Z=80 s1/2: n*=2.2127  K=0.7187  F=0.9458  K/F=0.7599  1-C=0.7547
  dE/dn from tail / from levels = 1.0000; Z*r_half = 1.00 bohr
Z=80 s1/2: F from the envelope inside the core = 0.9493
Power of Z between Z=40 and Z=80 = 1.923
Potential of Z=40 times 9: n*=4.6244  F=0.9852
  dE/dn tail/levels = 1.1385; core charge/Za at turning point = 2.9e-02
Potential of Z=80 times 9: n*=6.4867  F=1.0001
  dE/dn tail/levels = 1.0006; core charge/Za at turning point = 1.4e-04
Z=10000 s1/2: n*=2.5477  K=0.8100  F=0.8579  K/F=0.9441  1-C=0.9430
Z=80, Za=2 s1/2: n*=2.5981  F=0.9944  K/F=0.7620  1-C=0.7568
Z=80 p: K/F = 0.7480 (j=1/2), 0.2650 (j=3/2)
  difference = 0.4830 (law: 0.5000)
Z=30 f5/2: n*=3.9981, true shift / leading law = 0.00051
Worked example: Z=80, Za=1, physical alpha
(Z alpha)^2 = 0.34081
s1/2: n*=2.2127  E_nonrel=-0.10212 hartree
  dE/dn=0.09636 hartree  dn*/dn=1.0439  F=0.9458  C=0.2453
  Dirac shift = -0.01483 hartree; relative = 0.1452
  relative: leading law 0.1540, corrected law 0.1148
  relative: numerical first order 0.1156; Dirac/first order 1.257
  Dirac shift = -0.404 eV
  relative, if Za replaced Z: 2.41e-05
p1/2: n*=2.6490  E_nonrel=-0.07125 hartree
  dE/dn=0.05658 hartree  dn*/dn=1.0517  F=1.0245  C=0.2452
  Dirac shift = -0.00861 hartree; relative = 0.1209
  relative: leading law 0.1287, corrected law 0.1046
  relative: numerical first order 0.1037; Dirac/first order 1.166
p3/2: n*=2.6490  E_nonrel=-0.07125 hartree
  dE/dn=0.05658 hartree  dn*/dn=1.0517  F=1.0245  C=0.2452
  Dirac shift = -0.00273 hartree; relative = 0.0384
  relative: leading law 0.0643, corrected law 0.0353
  relative: numerical first order 0.0367; Dirac/first order 1.045
```
